# First half: from surface modes to the free energy

## What dimensions allow

Two half-spaces, 1 and 2, have flat parallel faces a distance $L$ apart. Liquid 3 fills the gap and is in contact with a reservoir at the same temperature $T$. We want the free energy per area, $F(L)$, measured from its value at infinite separation.

Suppose that the electric interaction is instantaneous, so that the speed of light does not enter. Suppose also that each medium is described by a permittivity $\varepsilon_i(\omega)$ that depends on frequency but not on wavelength, and that the liquid holds no mobile ions. Then no material supplies a length, and $L$ is the one length in the problem. An energy per area must have the form

$$F(L)=-\frac{A}{12\pi L^2},$$

where $A$ is an energy independent of $L$. The factor $12\pi$ is the usual convention, and $A$ is called the Hamaker constant. A positive $A$ means that $F$ falls as the bodies approach, which is attraction. The energies available to build $A$ are $kT$ and $\hbar$ times the resonance frequencies of the media. Dimensions fix the power of $L$; the modes of the electric field must supply $A$.

## The surface-mode condition

Let body 1 fill $z<0$, the liquid $0<z<L$, and body 2 $z>L$. Without retardation the field is $\mathbf E=-\nabla\phi$. Away from bulk resonances where $\varepsilon_i=0$, the condition $\nabla\cdot(\varepsilon_i\mathbf E)=0$ gives $\nabla^2\phi=0$ inside each medium. A wave along the faces, $\phi=u(z)e^{ikx-i\omega t}$ with $k>0$, therefore obeys $u''=k^2u$. The solutions that vanish far from the gap are

$$u=\begin{cases}a_1e^{kz}, & z<0,\\ b\,e^{-kz}+c\,e^{k(z-L)}, & 0<z<L,\\ a_2e^{-k(z-L)}, & z>L.\end{cases}$$

At each face $u$ and the normal displacement, proportional to $\varepsilon u'$, are continuous. Write $W_i=\varepsilon_ik$ and $t=e^{-kL}$. The four conditions are

$$a_1=b+ct,\qquad a_2=bt+c,$$
$$W_1a_1=-W_3b+W_3ct,\qquad -W_2a_2=-W_3bt+W_3c .$$

Inserting the first pair into the second removes $a_1$ and $a_2$:

$$(W_1+W_3)\,b+(W_1-W_3)\,t\,c=0,$$
$$(W_2-W_3)\,t\,b+(W_2+W_3)\,c=0 .$$

A nonzero field exists if the determinant of this pair vanishes:

$$N\equiv(W_1+W_3)(W_2+W_3)-(W_1-W_3)(W_2-W_3)\,t^2=0 .$$

At infinite separation $t=0$ and the determinant is $N_\infty=(W_1+W_3)(W_2+W_3)$. Its two factors are the conditions for a mode on each isolated face. The ratio of the two determinants is the dispersion function

$$D(k,\omega)=\frac{N}{N_\infty}=1-\Delta_1\Delta_2\,e^{-2kL},\qquad \Delta_i=\frac{\varepsilon_i-\varepsilon_3}{\varepsilon_i+\varepsilon_3}.$$

The factor $k$ in every $W_i$ has cancelled. The exponent holds $2kL$ because the coupling needs the field of one face to reach the other and return.

## The mode frequencies are real

Take lossless media first. The polarization of each is a sum of parts $\mathbf P_a$, one for each kind of oscillator, with resonance frequency $\omega_a$ and static strength $s_a>0$:

$$(\omega_a^2-\omega^2)\,\mathbf P_a=\varepsilon_0s_a\omega_a^2\,\mathbf E,\qquad \varepsilon(\omega)=1+\sum_a\frac{s_a\omega_a^2}{\omega_a^2-\omega^2}.$$

Divide the equation of motion by $\varepsilon_0s_a\omega_a^2$, multiply by $\mathbf P_a^*$, sum over $a$ and integrate over all $z$ and one wavelength along $x$:

$$\sum_a\int\frac{|\mathbf P_a|^2}{\varepsilon_0s_a}-\omega^2\sum_a\int\frac{|\mathbf P_a|^2}{\varepsilon_0s_a\omega_a^2}=\int\mathbf E\cdot\mathbf P^* .$$

Here $\mathbf P=\sum_a\mathbf P_a$. The right side follows from two integrations by parts and from $\nabla\cdot(\varepsilon_0\mathbf E+\mathbf P)=0$, which includes the surface charges on the faces:

$$\int\mathbf E\cdot\mathbf P^*=\int\phi\,\nabla\cdot\mathbf P^*=-\varepsilon_0\int\phi\,\nabla\cdot\mathbf E^*=-\varepsilon_0\int|\mathbf E|^2 .$$

Hence

$$\omega^2\sum_a\int\frac{|\mathbf P_a|^2}{\varepsilon_0s_a\omega_a^2}=\sum_a\int\frac{|\mathbf P_a|^2}{\varepsilon_0s_a}+\varepsilon_0\int|\mathbf E|^2 .$$

Both sides are positive for a nonzero mode, so $\omega^2$ is real and positive. Each mode is a stable harmonic oscillator.

## The dispersion function as a product over modes

Each $\varepsilon_i$ is a ratio of polynomials in $\omega^2$. Multiply $N/k^2$ and $N_\infty/k^2$ by the same common denominator, so that both become polynomials in $\omega^2$. At high frequency every $\varepsilon_i$ tends to 1, and both $N/k^2$ and $N_\infty/k^2$ tend to 4. The two polynomials thus have the same degree and the same leading coefficient.

Call their roots $\omega_j^2$ at separation $L$ and $\omega_{j\infty}^2$ at infinite separation. A root is either a mode frequency, positive by the argument above, or coincides with some resonance $\omega_a^2$, which is positive too. Factoring both polynomials and setting $\omega=i\xi$ gives

$$D(k,i\xi)=\prod_j\frac{\omega_j^2+\xi^2}{\omega_{j\infty}^2+\xi^2}.\tag{1}$$

The signs $(-1)$ from $-\xi^2-\omega_j^2$ cancel because there are equally many factors above and below. A root common to both polynomials cancels as well, as it should: a frequency that does not move with $L$ gives no force.

There are also bulk oscillations, with $\varepsilon_i(\omega)=0$ or with no electric field. Their frequencies do not depend on $L$. The number of surface modes at given $k$ does not depend on $L$ either, so the number of bulk oscillations in the liquid changes in proportion to its volume. Their free energy is that of bulk liquid, which is exchanged with the reservoir and drops out of $F$.

## The free energy of one mode

A harmonic oscillator has levels $\hbar\omega(m+\tfrac12)$ with $m=0,1,2,\dots$. Its partition function is a geometric series,

$$Z=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)},\qquad x=\frac{\hbar\omega}{kT},$$

and its free energy is $-kT\ln Z=kT\ln[2\sinh(x/2)]$. To bring in (1) we need this logarithm as a sum of terms in $\omega^2$.

Expand $\cosh(\alpha v)$ in a cosine series on $-\pi\le v\le\pi$. The needed integral is

$$\int_{-\pi}^{\pi}\cosh(\alpha v)\cos(nv)\,dv=\frac{2\alpha(-1)^n\sinh(\pi\alpha)}{\alpha^2+n^2},$$

because the integrand is the derivative of $[\alpha\sinh(\alpha v)\cos(nv)+n\cosh(\alpha v)\sin(nv)]/(\alpha^2+n^2)$. The series is therefore

$$\cosh(\alpha v)=\frac{\sinh(\pi\alpha)}{\pi}\left[\frac1\alpha+\sum_{n\ge1}\frac{2\alpha(-1)^n\cos(nv)}{\alpha^2+n^2}\right].$$

It converges at $v=\pi$, where the periodic continuation is continuous. There $\cos(n\pi)=(-1)^n$. Dividing by $\sinh(\pi\alpha)/\pi$ gives

$$\pi\coth(\pi\alpha)=\frac1\alpha+\sum_{n\ge1}\frac{2\alpha}{\alpha^2+n^2}.$$

Set $\alpha=x/2\pi$ and divide by $2\pi$:

$$\tfrac12\coth\frac x2=\frac1x+\sum_{n\ge1}\frac{2x}{x^2+(2\pi n)^2}.$$

The left side is the derivative of $\ln[2\sinh(x/2)]$. Integrating from zero, where $2\sinh(x/2)/x\to1$, yields

$$\ln\left[2\sinh\frac x2\right]=\ln x+\sum_{n\ge1}\ln\left[1+\frac{x^2}{(2\pi n)^2}\right].\tag{2}$$

## The sum over modes and the half weight

Define the Matsubara frequencies $\xi_n=2\pi nkT/\hbar$, so that $x/(2\pi n)=\omega/\xi_n$. The free energy of the modes at one wavevector, less its value at infinite separation, is by (2)

$$f(k)=kT\sum_j\ln\frac{\omega_j}{\omega_{j\infty}}+kT\sum_{n\ge1}\sum_j\ln\frac{\xi_n^2+\omega_j^2}{\xi_n^2+\omega_{j\infty}^2}.$$

By (1), the inner sum in the second term is $\ln D(k,i\xi_n)$. For the first term, put $\xi=0$ in (1):

$$\ln D(k,0)=\sum_j\ln\frac{\omega_j^2}{\omega_{j\infty}^2}=2\sum_j\ln\frac{\omega_j}{\omega_{j\infty}} .$$

The first term is thus $\tfrac12kT\ln D(k,0)$, and

$$f(k)=kT\left[\tfrac12\ln D(k,0)+\sum_{n\ge1}\ln D(k,i\xi_n)\right]\equiv kT\sum_{n\ge0}{}^{'}\ln D(k,i\xi_n).\tag{3}$$

The prime denotes the half weight of $n=0$. Its origin is visible in (2): the isolated factor is $x$, to the first power, whereas every other factor is quadratic in $x$. The dispersion function counts squares of frequencies, so the isolated factor supplies half of its logarithm. Physically, $kT\ln(\hbar\omega/kT)$ is the free energy of a classical oscillator, and $\hbar$ cancels in the difference between two separations. The term $n=0$ is the classical part of the interaction.

## Media with losses

In a lossy medium the poles of the response leave the real axis, but (3) needs $\varepsilon$ on the imaginary axis alone. A causal response makes $\varepsilon(\omega)-1$ analytic in the upper half-plane. Let it vanish at high frequency and stay finite at zero frequency. Integrate $\omega[\varepsilon(\omega)-1]/(\omega^2+\xi^2)$ along the real axis and close the path above. The arc contributes nothing, and the pole at $i\xi$ gives

$$\int_{-\infty}^{\infty}\frac{\omega[\varepsilon(\omega)-1]}{\omega^2+\xi^2}\,d\omega=2\pi i\,\frac{i\xi[\varepsilon(i\xi)-1]}{2i\xi}=i\pi[\varepsilon(i\xi)-1].$$

On the real axis the real part of $\varepsilon$ is even and the imaginary part $\varepsilon''$ is odd. Since $\omega/(\omega^2+\xi^2)$ is odd, $\varepsilon''$ alone survives:

$$\varepsilon(i\xi)=1+\frac2\pi\int_0^\infty\frac{\omega\,\varepsilon''(\omega)}{\omega^2+\xi^2}\,d\omega .$$

This is the lossless form with a continuous set of undamped oscillators, of strength $(2/\pi)\varepsilon''(\omega)\,d\omega/\omega$ in each interval. A passive medium has $\varepsilon''\ge0$ for $\omega>0$, so the strengths are positive. A lossy medium is then the limit of lossless media with ever more closely spaced resonances. Formula (3) holds for each of them and depends on them through $\varepsilon(i\xi_n)$, so it holds in the limit. The many oscillators stand for the degrees of freedom that take up the lost energy.

If $\varepsilon$ itself varies with temperature, we assume that the polarization still fluctuates as a linear system with the response measured at $T$. Formula (3) then gives the free energy at that $T$, but the entropy must include the derivative of $\varepsilon$.

# Second half: the Hamaker constant and its use

From the first half we take these symbols and results. Bodies 1 and 2 face each other across liquid 3 of thickness $L$. The permittivities at imaginary frequency are $\varepsilon_i(i\xi_n)$, with $\xi_n=2\pi nkT/\hbar$ and $\Delta_i=(\varepsilon_i-\varepsilon_3)/(\varepsilon_i+\varepsilon_3)$. Each wavevector contributes $kT\sum'_n\ln D$ to the free energy, where $D=1-\Delta_1\Delta_2e^{-2kL}$ and the prime halves the term $n=0$. For a field with decay constant $q_i$ and flux $w_iu'$, the matching algebra holds with $W_i=w_iq_i$.

## Integration over wavevectors

The number of wavevectors per area is $d^2k/(2\pi)^2=k\,dk/2\pi$ after integration over direction. Hence

$$F(L)=\frac{kT}{2\pi}\sum_{n\ge0}{}^{'}\int_0^\infty k\,dk\,\ln\left[1-\Delta_1\Delta_2e^{-2kL}\right].$$

Let $p=\Delta_1\Delta_2$ and $y=kL$, so that $k\,dk=y\,dy/L^2$. On the imaginary axis every $\varepsilon_i$ is positive, so $|p|<1$ and the logarithm can be expanded:

$$\int_0^\infty y\ln(1-pe^{-2y})\,dy=-\sum_{m\ge1}\frac{p^m}{m}\int_0^\infty ye^{-2my}dy=-\sum_{m\ge1}\frac{p^m}{4m^3}=-\tfrac14\mathrm{Li}_3(p).$$

The last step defines the trilogarithm $\mathrm{Li}_3(p)=\sum_m p^m/m^3$. Comparing $F=-(kT/8\pi L^2)\sum'\mathrm{Li}_3$ with $F=-A/(12\pi L^2)$ gives

$$A=\frac32\,kT\sum_{n\ge0}{}^{'}\mathrm{Li}_3\big[\Delta_1(i\xi_n)\Delta_2(i\xi_n)\big].\tag{4}$$

The pressure on the bodies beyond that of the reservoir is $-dF/dL=-A/(6\pi L^3)$, negative for attraction.

## Sign and limits

$\mathrm{Li}_3(p)$ has the sign of $p$. Like bodies have $p=\Delta^2\ge0$ and attract. A term repels if $\varepsilon_3$ lies between $\varepsilon_1$ and $\varepsilon_2$ at that frequency; the sign of $A$ is decided by the whole sum.

If $\mathrm{Li}_3(p)$ changes little from one $\xi_n$ to the next, the sum becomes an integral, with $kT=\hbar\,\delta\xi/2\pi$:

$$A\to\frac{3\hbar}{4\pi}\int_0^\infty\mathrm{Li}_3[\Delta_1(i\xi)\Delta_2(i\xi)]\,d\xi .$$

The half weight is then the end weight of the trapezoidal rule. In the opposite limit, with the static permittivities held fixed and $\hbar\xi_1=2\pi kT$ far above all resonances, the static term remains and $A\to\tfrac34kT\,\mathrm{Li}_3[\Delta_1(0)\Delta_2(0)]$.

## Worked example: an oxide particle in an aqueous rinse

A flat facet of an oxide abrasive particle lies 2 nm from an oxide film in an aqueous rinse at 300 K. The parameters are round numbers in the rough range of such a system, not data for named compounds. Each medium has

$$\varepsilon(i\xi)=1+\sum_a\frac{s_a}{1+(\xi/\omega_a)^2},$$

with these strengths and energies:

- Particle: $s=7.0$ at 0.06 eV and $s=2.1$ at 13 eV.
- Film: $s=1.7$ at 0.10 eV and $s=1.1$ at 13 eV.
- Liquid: $s=2.5$ at 0.05 eV and $s=0.8$ at 13 eV.

The liquid has in addition a Debye term $75/(1+\xi\tau)$ with $\hbar/\tau=7\times10^{-5}$ eV, for the slow turning of its dipoles.

At zero frequency the strengths add up to $\varepsilon_1=10.1$, $\varepsilon_2=3.8$ and $\varepsilon_3=79.3$. Then

$$\Delta_1=\frac{10.1-79.3}{10.1+79.3}=-0.774,\qquad\Delta_2=\frac{3.8-79.3}{3.8+79.3}=-0.909,$$

so $p=0.703$ and $\mathrm{Li}_3(p)=0.784$. With $kT=0.02585$ eV, which is 4.142 zJ, the static part of $A$ is

$$\tfrac12\cdot\tfrac32\cdot4.142\cdot0.7842=2.44\ \text{zJ}.$$

The first nonzero Matsubara energy is 0.162 eV, far above $\hbar/\tau$. The dipoles cannot follow, the liquid's oscillator at 0.05 eV follows only weakly, and $\varepsilon_3$ drops to 2.05, below $\varepsilon_1=3.94$ and $\varepsilon_2=2.57$. Both $\Delta_i$ change sign, to 0.316 and 0.112. Their product stays positive but falls to 0.0355. This fall is so abrupt that the integral over $\xi$ is a poor substitute for the sum here.

Single terms with $n\ge1$ are small, but there are many of them. At $n=50$, which is 8.1 eV, the product is still 0.0146. Summing (4) numerically up to $n=4000$ gives 11.83 zJ for all $n\ge1$; the upper half of that range adds less than 0.001 zJ. In total

$$A=2.44+11.83=14.27\ \text{zJ}=3.45\,kT .$$

The static term makes up 17 % of $A$. Full weight for it would give 16.7 zJ, which is 17 % too much.

The free energy per area and the pressure at 2 nm are

$$F=-\frac{14.27\times10^{-21}\ \text{J}}{12\pi(2\times10^{-9}\ \text{m})^2}=-94.6\ \mu\text{J/m}^2,\qquad \frac{2F}{L}=-94.6\ \text{kPa}.$$

The digits agree because $2/L$ is 1 nm⁻¹. For a square facet of side 50 nm, with edges and the finite thickness of particle and film ignored, the energy is $F$ times 2500 nm², or $-1.48$ eV $=-57\,kT$. The film must be much thicker than the gap for this. With a silicon-like substrate, modelled by $\varepsilon(i\xi)=1+10.7/[1+(\xi/\omega_s)^2]$ with $\hbar\omega_s=4.3$ eV, the nonretarded attraction at 2 nm is about 11 % stronger for a 10 nm film and less than 1 % stronger for a 50 nm film.

## Retardation

With a finite speed of light $c$, the transverse fields obey $u''=q^2u$ with $q_i^2=k^2+\varepsilon_i\xi^2/c^2$ at $\omega=i\xi$. There are two polarizations.

- If the magnetic field lies along the faces and across $\mathbf k$, take it as $u$. The tangential electric field is proportional to $u'/\varepsilon$, so $w=1/\varepsilon$.
- If the electric field lies in that direction, take it as $u$. The tangential magnetic field is proportional to $u'$ in nonmagnetic media, so $w=1$.

The matching algebra gives for each polarization

$$D=1-R_1R_2e^{-2q_3L},\qquad R_i=\frac{w_iq_i-w_3q_3}{w_iq_i+w_3q_3}.$$

For $c\to\infty$ the first polarization has $R_i=-\Delta_i$ and returns the earlier $D$; the second has $R_i=0$. To size the effect we put the sum of both $\ln D$ into (3). This assumes that the product over modes, shown above for a finite set, carries over to the retarded modes of a large closed box.

Numerical integration over $k$ gives 0.915 of the nonretarded energy at 2 nm and 0.45 at 20 nm. The nonretarded result is thus 9 % too strong at 2 nm relative to the retarded one, and more than twice as strong at 20 nm. The loss falls on $n\ge1$, since $q_3\ge\sqrt{\varepsilon_3}\,\xi_n/c$ makes these terms decay exponentially at large $L$. The static term is untouched.

## Salt and the static term

Mobile ions are too slow to matter at $\xi_1$ and above, which we assume here, but they screen static fields. Let the liquid hold a number density $\nu$ of each ion of charge $\pm e$. For small fluctuations a charge density $\rho$ costs the ideal-gas free energy $\rho^2kT/(4\nu e^2)$ per volume. This equals $\rho^2/(2\varepsilon_0\varepsilon_3\kappa^2)$ with

$$\kappa^2=\frac{2\nu e^2}{\varepsilon_0\varepsilon_3kT}.$$

A static polarization costs $P^2/[2\varepsilon_0(\varepsilon-1)]$, and the field costs $\varepsilon_0E^2/2$. The Boltzmann factor of the field energy can be written as a Gaussian integral over an auxiliary potential $\varphi$ coupled to the total charge by $i\varphi(\rho-\nabla\cdot\mathbf P)/kT$. Integrating out $\rho$ and $\mathbf P$, both Gaussian, adds $\varepsilon_0\varepsilon_3\kappa^2\varphi^2/2$ and $\varepsilon_0(\varepsilon-1)(\nabla\varphi)^2/2$ to the energy $\varepsilon_0(\nabla\varphi)^2/2$ of $\varphi$. What remains is

$$Z\propto\int\mathcal D\varphi\,\exp\left\{-\frac{\varepsilon_0}{2kT}\int\left[\varepsilon(\nabla\varphi)^2+\varepsilon_3\kappa^2\varphi^2\right]\right\},$$

with the $\kappa^2$ term in the liquid alone. The prefactors are constants per volume and belong to the bulk.

For one wavevector, the liquid has decay constant $s=\sqrt{k^2+\kappa^2}$. Fix $\varphi$ at the two faces to $\varphi_0$ and $\varphi_L$. The smallest value of the integral over $z$ is then a quadratic form, with $W_3=\varepsilon_3s$ and $W_{1,2}=\varepsilon_{1,2}k$:

$$W_1\varphi_0^2+W_2\varphi_L^2+W_3\left[(\varphi_0^2+\varphi_L^2)\coth sL-\frac{2\varphi_0\varphi_L}{\sinh sL}\right].$$

Its determinant is $W_1W_2+W_3^2+(W_1+W_2)W_3\coth sL$. This is $N/(1-e^{-2sL})$, with $N$ the matching determinant at $t=e^{-sL}$. Fluctuations inside the liquid, with the face values fixed, give on a fine grid a tridiagonal determinant proportional to $\sinh sL$, that is, to $e^{sL}(1-e^{-2sL})$. The product of both is $N$ times a bulk factor exponential in $L$.

A Gaussian integral is the determinant to the power $-\tfrac12$, so the static free energy per wavevector is $\tfrac12kT\ln(N/N_\infty)$. The half weight appears again, now from classical statistics alone. The static part of $A$ becomes

$$A_0(L)=-3kT\int_0^\infty y\ln\left[1-R_1R_2e^{-2sL}\right]dy,\qquad R_i=\frac{\varepsilon_ik-\varepsilon_3s}{\varepsilon_ik+\varepsilon_3s},\quad y=kL .$$

For 1 mM salt $1/\kappa=9.70$ nm. Numerical integration at 2 nm gives $A_0=2.32$ zJ instead of 2.44 zJ, and $A$ falls by less than 1 %. For $\kappa L\gg1$ the static term dies out at least as fast as $e^{-2\kappa L}$, apart from powers of $L$.

## Surface charge and roughness

Faces held at equal potentials also repel through their ion clouds. Let this fixed potential be $\psi$ and linearize: $\phi''=\kappa^2\phi$, with midplane value $\psi_m=\psi/\cosh(\kappa L/2)$. At the midplane the mean field vanishes, so the excess pressure is osmotic. To leading order it is $\nu e^2\psi_m^2/kT=\tfrac12\varepsilon_0\varepsilon_3\kappa^2\psi_m^2$. Integrating it from $L$ to infinity gives the energy per area

$$\varepsilon_0\varepsilon_3\kappa\psi^2\left[1-\tanh\frac{\kappa L}{2}\right].$$

For $\psi=25$ mV, 1 mM salt and $L=2$ nm this is 40.6 μJ/m², or 43 % of the attraction. The linear form is derived for small $e\psi/kT$, which is nearly 1 here, but the full Poisson–Boltzmann equation, solved numerically, gives nearly the same value, 41.1 μJ/m².

The assumption of fixed potential matters far more. If each face instead keeps the charge it has at 25 mV when isolated, its potential rises as the gap closes, and the full equation gives a repulsion of 155 μJ/m² at 2 nm, more than the attraction. Real oxide faces exchange ions with the liquid and usually lie between these two limits.

For roughness, average $1/L^2$ over local gaps $L+\eta$ with zero mean and rms $\sigma$, treating each patch as flat. Expanding $(1+\eta/L)^{-2}$ to second order gives the factor $1+3\sigma^2/L^2$, or 1.07 for $\sigma=0.3$ nm. The numerical average over a sinusoidal gap is also 1.07.

## The model beside a real rinse

Water has a static permittivity near 80 and a squared refractive index near 1.8, as in the model. Hamaker constants calculated for oxides across water lie roughly between a few zJ and a few tens of zJ, and 14 zJ falls inside that range. Placing all electronic resonances at 13 eV is a simplification that matters: moving the resonance of the film or of the liquid alone by 1 eV changes $A$ by about 14 to 17 %. Of the effects sized here, surface charge moves the result most. Real surface potentials depend on pH and can differ in sign between particle and film, which can turn repulsion into attraction. If both potentials stay at 25 mV as the gap closes, the facet energy at 2 nm shrinks from $-57\,kT$ to about $-32\,kT$. If the surface charges stay fixed instead, it becomes repulsive, about $+37\,kT$. These figures use the nonretarded attraction without salt. Retardation and 1 mM salt weaken it to about $-52\,kT$, and the two net values then become about $-27\,kT$ and $+42\,kT$. At gaps of a few molecular diameters the liquid is no longer a continuum, and hydration forces, not sized here, can matter. The value of $A$ alone therefore does not decide whether a particle can be rinsed off.
